\section*{Spontaneous Decay, Level Shift and Lorentzian Line from the Resolvent}

\section{Where first-order perturbation theory breaks down}

Let an excited atom emit at the rate $A$. First-order perturbation theory gives its survival probability as $1-At$, which is negative once $t>1/A$. The emitted photon fares no better. If its coupling is $g_k$ and its frequency is $\omega_k$, the first-order probability is
\begin{equation}
|b_k(t)|^2=|g_k|^2\,\frac{4\sin^2[(\omega_k-\omega_0)t/2]}{(\omega_k-\omega_0)^2},
\label{first}
\end{equation}
which grows as $|g_k|^2t^2$ at resonance and never settles into a line of definite width. Both defects come from leaving out the depletion of the excited state. The resolvent includes it.

\section{One mode: oscillation without decay}

The atom is at rest and has states $|e\rangle$ and $|g\rangle$ separated by $\hbar\omega_0$. The field starts in its vacuum. Energies are divided by $\hbar$, and the energy of $|g,0\rangle$ is zero. In the rotating-wave approximation, for any number of modes,
\begin{equation}
H=\omega_0|e\rangle\langle e|+\sum_k\omega_k a_k^\dagger a_k
+\sum_k\left(g_k|e\rangle\langle g|a_k+g_k^*|g\rangle\langle e|a_k^\dagger\right).
\end{equation}
This $H$ conserves the number of excitations, so $|e,0\rangle$ couples to the states $|g,1_k\rangle$ and to no others. Call the amplitudes $c_e$ and $b_k$, with $c_e(0)=1$.

Define $G(z)=(z-H)^{-1}$. For $t>0$,
\begin{equation}
e^{-iHt}=\frac{i}{2\pi}\int_{-\infty}^{\infty}dE\,e^{-iEt}G(E+i0).
\label{inverse}
\end{equation}
To check the factor, take an eigenvalue $E_n$. Its pole lies just below the real axis, and the contour closes there clockwise, giving $(i/2\pi)(-2\pi i)e^{-iE_nt}=e^{-iE_nt}$.

Now project $(z-H)G|e,0\rangle=|e,0\rangle$ on the two kinds of state:
\begin{align}
(z-\omega_0)G_{ee}-\sum_k g_kG_{ke}&=1,\\
(z-\omega_k)G_{ke}-g_k^*G_{ee}&=0.
\end{align}
The second line gives $G_{ke}=g_k^*G_{ee}/(z-\omega_k)$. Inserting it in the first,
\begin{equation}
G_{ee}(z)=\frac{1}{z-\omega_0-R(z)},\qquad
R(z)=\sum_k\frac{|g_k|^2}{z-\omega_k}.
\label{resolvent}
\end{equation}

For a single resonant mode of coupling $g$, $R=|g|^2/(z-\omega_0)$ and
\begin{equation}
G_{ee}=\frac{z-\omega_0}{(z-\omega_0)^2-|g|^2}
=\frac12\left[\frac1{z-\omega_0-|g|}+\frac1{z-\omega_0+|g|}\right].
\end{equation}
Equation \eqref{inverse} then gives $c_e=e^{-i\omega_0t}\cos(|g|t)$. The excitation moves back and forth and does not decay. Any finite set of modes likewise gives a finite sum of oscillations, which cannot tend permanently to zero. Irreversible decay requires the continuum limit before the limit of long time.

\section{A continuum of modes}

Let $J(\omega)=\sum_k|g_k|^2\delta(\omega-\omega_k)$ become a smooth function. Just above the real axis,
\begin{equation}
\frac1{x+i\epsilon}=\frac{x}{x^2+\epsilon^2}-\frac{i\epsilon}{x^2+\epsilon^2}
\longrightarrow \mathrm P\frac1x-i\pi\delta(x),
\end{equation}
because the last fraction narrows around $x=0$ while keeping the area $\pi$. Hence
\begin{equation}
R(E+i0)=\Delta(E)-\frac{i}{2}\Gamma(E),\quad
\Delta(E)=\mathrm P\!\int_0^\infty\!\frac{J(\omega)}{E-\omega}d\omega,\quad
\Gamma(E)=2\pi J(E).
\label{self}
\end{equation}

Near the line, replace $R(E+i0)$ by its value at $\omega_0$. With $\Delta_0=\Delta(\omega_0)$ and $\Gamma_0=\Gamma(\omega_0)$,
\begin{equation}
c_e(t)\simeq\frac{i}{2\pi}\int_{-\infty}^{\infty}
\frac{e^{-iEt}\,dE}{E-\omega_0-\Delta_0+i\Gamma_0/2}
=e^{-i(\omega_0+\Delta_0)t-\Gamma_0t/2}.
\label{decay}
\end{equation}
The pole is at $\omega_0+\Delta_0-i\Gamma_0/2$, and closing the contour below it gives the factor $-2\pi i$. The amplitude decays at $\Gamma_0/2$ and the probability at $\Gamma_0$. Expanding $|c_e|^2=e^{-\Gamma_0t}$ for $\Gamma_0t\ll1$ recovers the perturbative $1-\Gamma_0t$.

\section{The rate for an electric-dipole transition}

For one electron, charge $-e$, in a local potential, use the coupling $(e/m)\mathbf p\cdot\mathbf A$ in the dipole approximation. The $\mathbf A^2$ term then contains no atomic operator and is left out of the model. In a box of volume $V$,
\begin{equation}
\mathbf A=\sum_k\sqrt{\frac{\hbar}{2\epsilon_0\omega_kV}}\,
\boldsymbol\varepsilon_k(a_k+a_k^\dagger).
\end{equation}
The momentum element follows from $[\mathbf r,H_{\rm atom}]=i\hbar\mathbf p/m$, where $H_{\rm atom}$ is in energy units:
\begin{equation}
\mathbf p_{eg}=\frac{m}{i\hbar}(E_g-E_e)\mathbf r_{eg}=im\omega_0\mathbf r_{eg}.
\end{equation}
With $\mathbf d=-e\mathbf r_{eg}$, division of the interaction by $\hbar$ gives
\begin{equation}
|g_k|^2=\frac{e^2|\mathbf p_{eg}\cdot\boldsymbol\varepsilon_k|^2}{m^2\hbar^2}
\frac{\hbar}{2\epsilon_0\omega_kV}
=\frac{\omega_0^2|\mathbf d\cdot\boldsymbol\varepsilon_k|^2}
{2\epsilon_0\hbar\omega_kV}.
\end{equation}

Take $\mathbf d$ real and along $z$. The two polarizations span the plane normal to $\mathbf k$, so their sum is $d^2(1-\cos^2\theta)$, whose integral over directions is $2\pi d^2(2-2/3)=8\pi d^2/3$. The mode density is $V\omega^2d\omega\,d\Omega/(2\pi c)^3$. Therefore
\begin{equation}
J(\omega)=\frac{V\omega^2}{8\pi^3c^3}\,
\frac{\omega_0^2}{2\epsilon_0\hbar\omega V}\,\frac{8\pi d^2}{3}
=\frac{\omega_0^2d^2}{6\pi^2\epsilon_0\hbar c^3}\,\omega .
\end{equation}
Evaluated at $\omega_0$, $2\pi J$ is
\begin{equation}
A=\frac{\omega_0^3d^2}{3\pi\epsilon_0\hbar c^3},
\qquad J(\omega)=\eta\,\omega,\qquad \eta=\frac{A}{2\pi\omega_0}.
\label{A}
\end{equation}
An explicit sum over the modes of a cubic box, with mode indices inside a sphere of radius $40$, reproduces the integrated $J$ to about $0.1\%$; the error fluctuates with the radius, from $0.3\%$ at $20$ to $0.03\%$ at $70$.

The linear growth of $J$ cannot continue to wavelengths smaller than the atom, where the dipole approximation fails. I represent that failure by a regulator, $J=\eta\omega e^{-\omega/\Lambda}$. Then $\Gamma_0=Ae^{-\omega_0/\Lambda}$, which tends to $A$ for $\Lambda\gg\omega_0$.

\section{The shift and its cutoff}

Write $\omega/(E-\omega)=-1+E/(E-\omega)$. The first term integrates to $-\Lambda$. In the second put $u=(E-\omega)/\Lambda$ and $y=E/\Lambda$:
\begin{equation}
\mathrm P\!\int_0^\infty\!\frac{e^{-\omega/\Lambda}}{E-\omega}d\omega
=e^{-y}\,\mathrm P\!\int_{-\infty}^{y}\frac{e^u}{u}du
=e^{-y}\mathrm{Ei}(y)\equiv F(y).
\end{equation}
Thus
\begin{equation}
\Delta(E)=\eta\left[-\Lambda+E\,F(E/\Lambda)\right].
\label{shift}
\end{equation}
For small $y$, $\mathrm{Ei}(y)\simeq\gamma_E+\ln y$, where $\gamma_E$ is Euler's constant. Hence for $\Lambda\gg\omega_0$
\begin{equation}
\Delta_0\simeq-\frac{A}{2\pi}\left[\frac{\Lambda}{\omega_0}
+\ln\frac{\Lambda}{\omega_0}-\gamma_E\right].
\end{equation}

The linear part, $-\eta\Lambda$, is proportional to $|\mathbf p_{eg}|^2$ with no other dependence on the transition. In a full atom the sum over intermediate states turns such terms into $\langle e|p^2|e\rangle$, which is $2m$ times the mean kinetic energy. They therefore belong to the electron's mass and must not be counted again when the observed mass is used. The logarithm is the part that depends on the transition frequency. Even so, $\Delta_0$ is not a complete Lamb shift: the other levels and the counter-rotating terms are absent.

\section{How good is the pole approximation?}

The function $R$ has a cut on $E>0$. Continuing it downward from the upper side gives $R_{II}(z)=R(z)-2\pi iJ(z)$ for $\mathrm{Im}\,z<0$: the values above and below the cut are $\Delta\mp i\pi J$, and the added term makes the continuation smooth. The decay pole and its residue satisfy
\begin{equation}
z_p=\omega_0+R_{II}(z_p),\qquad Z=\frac1{1-R_{II}'(z_p)}.
\end{equation}
Let $R_0=\Delta_0-i\Gamma_0/2$, and let primes denote derivatives at $\omega_0$. One iteration gives $z_p\simeq\omega_0+R_0+R_0'R_0$. Since
\begin{equation}
\mathrm{Im}(R_0'R_0)=-\tfrac12(\Delta_0'\Gamma_0+\Gamma_0'\Delta_0),
\end{equation}
the rate $\Gamma_p=-2\,\mathrm{Im}\,z_p$ obeys
\begin{equation}
\frac{\Gamma_p}{\Gamma_0}-1\simeq\Delta_0'+\Delta_0\frac{\Gamma_0'}{\Gamma_0}.
\label{correction}
\end{equation}
Both terms are of first order in $\eta$. The second says that the atom emits at its shifted frequency, where $J$ is different.

A deliberately visible model has $\omega_0=1$, $\eta=0.002$ and $\Lambda=5$. Here $\Gamma_0=0.010288$ and $\Delta_0=-0.01135$. From $\Gamma\propto Ee^{-E/\Lambda}$, $\Gamma_0'/\Gamma_0=1-1/5=0.8$. Differentiating \eqref{shift} with $F'(y)=-F+1/y$ gives $\Delta'=\eta[1+(1-y)F]$. Equation \eqref{shift} itself gives $F=\Delta_0/\eta+\Lambda=-0.67$, so $\Delta_0'=0.002(1-0.8\times0.67)=0.0009$. Equation \eqref{correction} becomes
\begin{equation}
0.0009-0.01135\times0.8=-0.0082.
\end{equation}
The numerical pole gives $-0.82\%$ relative to $\Gamma_0$. With $\eta$ ten times smaller the deviation is $-0.082\%$, as a first-order error requires.

Diagonalizing the atom with a discretized continuum gives a rate of $0.01021$, against $0.01020$ from the pole. At $t=100$ the survival probabilities are $0.3608$ from diagonalization and $|Z|^2e^{-\Gamma_pt}=0.3611$ from the pole. The gap comes from the discretization: a quadrature of the exact spectral density, \eqref{rho} below, differs from the pole amplitude $Ze^{-iz_pt}$ by less than $10^{-6}$ at the times tested, $t=50$ to $300$.

\section{Very early and very late times}

Expand $c_e=1-i\omega_0t-\tfrac12\langle H^2\rangle t^2+\cdots$, where $\langle H^2\rangle=\omega_0^2+\sum_k|g_k|^2$. Taking the squared modulus, the $\omega_0^2t^2$ terms cancel:
\begin{equation}
1-|c_e|^2\simeq t^2\int_0^\infty J(\omega)d\omega=\eta\Lambda^2t^2,
\qquad t\ll1/\Lambda .
\end{equation}
The initial loss is quadratic, so the exponential is not valid down to $t=0$. In the visible model at $t=0.02$ the formula gives $2.00\times10^{-5}$ and diagonalization $1.99\times10^{-5}$.

For late times we need the spectral density of $|e,0\rangle$,
\begin{equation}
\rho(E)=-\frac1\pi\mathrm{Im}\,G_{ee}(E+i0)
=\frac{J(E)}{[E-\omega_0-\Delta(E)]^2+\pi^2J(E)^2}.
\label{rho}
\end{equation}
Could a bound state below the continuum add to it? For $E<0$, $E-\omega_0-R(E)$ increases with $E$, because $R'(E)=-\int J/(E-\omega)^2d\omega<0$. It starts at $-\infty$ and reaches $-\omega_0+\eta\Lambda$ at $E=0$. For $\eta\Lambda<\omega_0$ there is no zero, hence no bound state, and
\begin{equation}
c_e(t)=\int_0^\infty\rho(E)e^{-iEt}dE,\qquad \int_0^\infty\rho(E)dE=1.
\end{equation}

On the real axis $\rho=(i/2\pi)(G_{II}-G_I)$, where $G_{II}$ contains $R_{II}$ and $G_I$ contains $R$. For weak coupling, rotate the contour clockwise to the negative imaginary axis. The distant arc vanishes, and the crossed pole of $G_{II}$ contributes $(-2\pi i)(i/2\pi)Ze^{-iz_pt}=Ze^{-iz_pt}$. On the rotated contour $E=-is$ the integrand carries $e^{-st}$, so late times probe small $|E|$. There $\rho\simeq\eta E/(\omega_0-\eta\Lambda)^2$, and $\int_0^\infty Ee^{-iEt}dE=1/(it)^2$ in the rotated sense. Thus
\begin{equation}
c_e(t)\simeq Ze^{-iz_pt}-\frac{\eta}{(\omega_0-\eta\Lambda)^2t^2}.
\label{tail}
\end{equation}
The tail exists because photon frequencies have a lower limit. Subtracting the pole term from a quadrature of $\rho$ at $t=500$ leaves a real part of $-8.162\times10^{-9}$, in agreement with the second term.

\section{The photon line}

Put the pole approximation into $G_{ke}$. Equation \eqref{inverse} now has two poles, at $\omega_k-i0$ and at $z_p$:
\begin{align}
b_k(t)&\simeq\frac{i g_k^*}{2\pi}\int_{-\infty}^{\infty}
\frac{e^{-iEt}\,dE}{(E-\omega_k+i0)(E-z_p)}\nonumber\\
&=g_k^*\left[\frac{e^{-i\omega_kt}}{\omega_k-z_p}
+\frac{e^{-iz_pt}}{z_p-\omega_k}\right]
=g_k^*\frac{e^{-i\omega_kt}-e^{-iz_pt}}{\omega_k-z_p}.
\label{photon}
\end{align}
If $z_p$ is replaced by $\omega_0$, the squared modulus returns \eqref{first}. With the decay retained, the second exponential dies out and the resonant probability stays finite.

At late times, multiply $|b_k|^2$ by the mode density. To lowest order $z_p=\omega_0+\Delta_0-i\Gamma_0/2$, and across the narrow line $J(\omega)\simeq\Gamma_0/2\pi$, so
\begin{equation}
S(\omega)\simeq\frac{\Gamma_0/2\pi}
{(\omega-\omega_0-\Delta_0)^2+\Gamma_0^2/4}.
\label{line}
\end{equation}
Half the maximum is reached at $\omega-\omega_0-\Delta_0=\pm\Gamma_0/2$. The full width is therefore $\Gamma_0$, or $A$ when $\Lambda\gg\omega_0$. The area is one: one photon is emitted. The width equals the decay rate of the probability although the amplitude decays at half that rate, because the line extends $\Gamma_0/2$ to either side of its centre.

Without the pole approximation, and with no bound state, the late spectrum is $J(\omega)|G_{ee}(\omega+i0)|^2$. By \eqref{rho} this equals $\rho(\omega)$. The Lorentzian is its form near resonance; far away, the variation of $J$ and $\Delta$ matters, and so do the terms dropped in the rotating-wave approximation. In the visible model the diagonalized line has full width $0.01021$; the last digit carries the discretization error, and $\rho$ itself has full width $0.01020$, equal to $\Gamma_p$ to these digits. Within $0.03$ of the line centre, $\rho$ and the Lorentzian built from $z_p$ differ by at most $0.26\%$ of the peak height.

\section{An optical transition in numbers}

Choose a wavelength of $500$ nm and a dipole element of one $ea_0$, where $a_0$ is the Bohr radius. Then $\omega_0=3.767\times10^{15}$ rad/s, $d=8.478\times10^{-30}$ C\,m, and \eqref{A} gives
\begin{equation}
A=\frac{(3.767\times10^{15}\ {\rm s^{-1}})^3(8.478\times10^{-30}\ {\rm C\,m})^2}
{3\pi\epsilon_0\hbar c^3}=1.621\times10^7\ {\rm s^{-1}}.
\end{equation}
The lifetime is $1/A=61.7$ ns, and the full linewidth is $A/2\pi=2.58$ MHz.

With $\Lambda=c/a_0=1504\,\omega_0$, the linear part of $\Delta_0/2\pi$ is
\begin{equation}
-\frac{2.5797\ {\rm MHz}}{2\pi}\times1503.8=-617\ {\rm MHz},
\end{equation}
and the logarithmic part is $-2.77$ MHz in the asymptotic form ($-2.76$ MHz from \eqref{shift}). Doubling $\Lambda$ changes them to $-1235$ MHz and $-3.05$ MHz. The total is thus a property of the regulator, not a prediction for a spectral line. The rate is much less sensitive. The factor $e^{-\omega_0/\Lambda}$ in $\Gamma_0$ differs from one by $1/1504\approx7\times10^{-4}$, and doubling $\Lambda$ halves this; in \eqref{correction} the second term is close to $\Delta_0/\omega_0$, about $-10^{-6}$ here and twice that when $\Lambda$ is doubled, while $\Delta_0'$ is only about $-4\times10^{-9}$.

To find when the tail takes over, set $\tau=At$ and equate the two magnitudes in \eqref{tail}, with $Z\simeq1$ and $\eta\Lambda\ll\omega_0$:
\begin{equation}
e^{-\tau/2}=\frac{\eta}{\omega_0^2t^2}
=\frac{1}{2\pi\tau^2}\left(\frac{A}{\omega_0}\right)^3,
\qquad \frac{A}{\omega_0}=4.30\times10^{-9}.
\end{equation}
The late solution is $\tau=139$. By then the exponential part of the survival probability is $e^{-139}\sim10^{-60}$. The power $t^{-2}$ and the value $139$ belong to this model: they follow from $J\propto\omega$ at low frequency, within the two-level rotating-wave approximation. A density $J\propto\omega^3$ with the same rate would give an amplitude tail $t^{-4}$ and, with the shift again neglected, a crossover near $\tau=237$. In either case the exponential law covers the whole observable decay, although it is not the exact solution. The numerical check checks the main results numerically: the decay rate, the shift, the photon line and the late tail.

\section*{Computed results}
\begin{verbatim}
MODEL: frequencies in w0, times in 1/w0
coupling eta = 0.0020 (dimensionless)
cutoff = 5.0 w0
lowest-order rate 2 pi J(w0) = 0.010288 w0
rate from pole = 0.010204 w0
rate from diagonalization = 0.010209 w0
lowest-order shift = -0.011346 w0
shift from pole = -0.011377 w0
shift from diagonalization = -0.011380 w0
pole residue Z = 1.000893 -0.004155 i
relative rate error at eta = -0.8228 %
relative rate error at eta/10 = -0.0816 %
integral of spectral density = 1.00000000
t = 50/w0: P diagonalized = 0.60152, P pole = 0.60146
t = 100/w0: P diagonalized = 0.36075, P pole = 0.36111
t = 200/w0: P diagonalized = 0.12997, P pole = 0.13016
t = 300/w0: P diagonalized = 0.04711, P pole = 0.04692
largest amplitude gap, diagonalization-integral = 4.7e-04
largest amplitude gap, integral-pole = 8.1e-07
short time = 0.02/w0
short-time loss, diagonalized = 1.9913e-05
short-time loss, quadratic law = 2.0000e-05
tail time = 500/w0
tail amplitude, real part = -8.1622e-09
tail amplitude, formula = -8.1624e-09
photon spectrum read at t = 1500/w0
photon line centre, diagonalized = 0.98863 w0
photon line full width, diagonalized = 0.010208 w0
spectrum gap, diagonalized-exact = 0.061 % of peak
spectrum gap, exact-Lorentzian = 0.257 % of peak
OPTICAL EXAMPLE
wavelength = 500 nm
dipole element = 1.0 e a0 = 8.4784e-30 C m
angular frequency = 3.76730e+15 rad/s
decay rate A = 1.6209e+07 1/s
lifetime 1/A = 61.69 ns
full linewidth A/(2 pi) = 2.5797 MHz
ratio A/w0 = 4.303e-09
box mode sum / continuum formula = 0.99892
cutoff c/a0 = 5.6653e+18 rad/s = 1503.8 w0
linear shift/(2 pi) = -617.43 MHz
logarithmic shift/(2 pi) = -2.765 MHz
linear shift/(2 pi), cutoff doubled = -1234.85 MHz
logarithmic shift/(2 pi), cutoff doubled = -3.050 MHz
tail overtakes exponential at = 139.0 lifetimes
\end{verbatim}
